# Why Oxide-Transistor Off Currents Vanish in Roundoff, and the expm1 Cure

A double-precision solution for the electron density in a switched-off oxide transistor gives a current of $7.236\times10^{-25}$ A per µm of width at mid-channel. Read from the same solution, the current is $2.39\times10^{-20}$ A/µm in the first cell at the source and $7.95\times10^{-21}$ A/µm in the last cell at the drain. In steady state without recombination these three numbers should be equal. The contact values are too large by factors of about 33,000 and 11,000, although the densities are good.

Several operations could be at fault: storing the densities, subtracting them, evaluating an exponential, or storing the quasi-Fermi potential. They are taken one at a time below.

## The device and the cell current

The film is n-type and 10 nm thick, with a 1000 nm channel between two 200 nm pads. The source is at $x=0$ and the drain at the far end. Electrons obey Boltzmann statistics,

$$n=n_c\,e^{(\psi-\varphi)/V_T},\qquad V_T=k_BT/q=25.85\ \text{mV},$$

with contact density $n_c=10^{18}$ cm⁻³, $\varphi=0$ at the source and $\varphi=V=1$ V at the drain. The potential is prescribed:

$$\psi=-\Phi(s_S-s_D)+V s_D,\qquad s_{S,D}=\frac{1}{1+e^{-(x-x_{S,D})/w}},$$

where $\Phi=1$ V, $w=10$ nm, and $x_S,x_D$ are the channel ends. There are 700 cells of length $h=2$ nm.

Count the current $I$ positive from drain to source, that is, toward $-x$. The drift-diffusion law with mobility $\mu$ and diffusivity $D=\mu V_T$ is then

$$I=qDA\left(\frac{n}{V_T}\frac{d\psi}{dx}-\frac{dn}{dx}\right),$$

with $A$ the film cross-section. In one cell let $\psi$ be linear, let $s=(x-x_0)/h$ run from 0 to 1, and define

$$\Delta=\frac{\psi_1-\psi_0}{V_T},\qquad \delta=\frac{\varphi_1-\varphi_0}{V_T},\qquad K=\frac{qDA}{h}.$$

The law becomes $dn/ds=\Delta n-I/K$. Multiplying by $e^{-\Delta s}$ turns the terms in $n$ into a total derivative,

$$\frac{d}{ds}\left(n e^{-\Delta s}\right)=-\frac{I}{K}e^{-\Delta s},$$

and integration at constant $I$ gives

$$n_1e^{-\Delta}-n_0=-\frac{I}{K}\,\frac{1-e^{-\Delta}}{\Delta}.$$

With $B(x)=x/(e^x-1)$ we have $B(-\Delta)=\Delta/(1-e^{-\Delta})$, so

$$I=K B(-\Delta)\left(n_0-n_1e^{-\Delta}\right).\tag{1}$$

Since $B(-\Delta)e^{-\Delta}=B(\Delta)$, this is the Scharfetter-Gummel flux in its density form,

$$I=K\left[n_0B(-\Delta)-n_1B(\Delta)\right].\tag{2}$$

The Boltzmann relation gives $n_1=n_0e^{\Delta-\delta}$, hence $n_1e^{-\Delta}=n_0e^{-\delta}$. Inserted in (1), this yields the factored form

$$I=K n_0B(-\Delta)\left(1-e^{-\delta}\right)=-K n_0B(-\Delta)\,\mathrm{expm1}(-\delta),\tag{3}$$

where $\mathrm{expm1}(x)$ denotes $e^x-1$ evaluated without cancellation. Forms (2) and (3) are algebraically identical. They differ in which data they use and in what rounding does to those data.

## First contribution: subtracting rounded densities

Call the two terms of (2) $a=n_0B(-\Delta)$ and $b=n_1B(\Delta)=ae^{-\delta}$. If each carries a relative error of at most $\epsilon$, the relative error of $a-b$ is at most

$$\epsilon\,\frac{a+b}{|a-b|}=\epsilon\,\frac{1+e^{-\delta}}{|1-e^{-\delta}|}=\epsilon\coth\frac{|\delta|}{2}\approx\frac{2\epsilon}{|\delta|}\quad(|\delta|\ll1).\tag{4}$$

For double precision a single rounding has $\epsilon\approx1.1\times10^{-16}$.

The size of $\delta$ follows from (3). Where $\delta$ and $\Delta$ are small, $\delta\approx I/(Kn_0)$: a fixed current needs very little driving force where electrons are plentiful. With $Kn_c=2.071\times10^{-5}$ A/µm, the contact cells have

$$\delta=\frac{7.236\times10^{-25}}{2.071\times10^{-5}}=3.494\times10^{-20},$$

and the amplification in (4) is $5.7\times10^{19}$. At mid-channel the density is 7.9 cm⁻³, $\delta=4.4\times10^{-3}$ and the amplification is 450, so about thirteen digits survive.

The contact cell can also be read in densities. The two terms must differ by 0.0349 cm⁻³, but neighbouring double-precision numbers just below $10^{18}$ are 128 apart. The computed difference is therefore zero or a multiple of 128, and one such step is worth

$$2.071\times10^{-5}\times\frac{128}{10^{18}}=2.65\times10^{-21}\ \text{A/µm}.$$

The opening numbers are 9 and 3 of these steps; the counts belong to the particular solver, and another order of elimination gives other small integers, of either sign. If the densities are instead computed with 60 digits and then correctly rounded to double precision, both contact cells return zero on this mesh, while more than half of the cells in the first 150 nm return a nonzero multiple of the step. Even a perfect solver for the densities therefore cannot recover the current there once they are rounded to double precision.

The absolute error is of order $\epsilon Kn$, and $K\propto1/h$, so refining the mesh makes it worse. Over the first 150 nm the rms error is $2.3\times10^{-21}$ A/µm for 2 nm cells and $9.6\times10^{-21}$ A/µm for 0.5 nm cells, close to the expected factor of four.

The damage is local. With correctly rounded densities, 186 of the 700 cells have an error above 10% of the true current. The current read at mid-channel is sound: the ordinary double-precision solve is wrong there by a relative $2.6\times10^{-13}$. For this device, a single barrier between two contacts, reading the current at mid-channel is already a remedy. It is not one in general: if a floating electron-rich region lies between two barriers, for example a well 1 V deep and 200 nm wide in the middle of this channel, the ordinary solve gives a current that is wrong by about 100% inside both barriers.

## Second contribution: the exponential

Suppose $\delta$ is known accurately. Computing $e^{-\delta}$ first and subtracting 1 afterwards still fails at the contacts, because $e^{-3.5\times10^{-20}}$ rounds to 1. The result is zero, printed with the minus sign of a signed zero. The function expm1 avoids forming that rounded 1, and for small argument returns $-\delta$ to full relative accuracy.

The remaining sensitivity of (3) to $\delta$ is

$$\frac{d\ln|I|}{d\ln\delta}=\frac{\delta e^{-\delta}}{1-e^{-\delta}}=\frac{\delta}{e^\delta-1}=B(\delta).\tag{5}$$

For $\delta\ge0$, as here, this is at most 1: a relative error in $\delta$ is passed on but not amplified. For large negative $\delta$ it grows as $|\delta|$, which is mild beside the $2/|\delta|$ of (4) at small $\delta$. The other factors in (3) are positive and enter as a product, so their relative errors merely add. With accurate $\delta$ and correctly rounded densities, the largest relative error over all 700 cells is $3.3\times10^{-16}$. This figure takes the stored double-precision node potentials as exact; measured against the unrounded potential it is about $10^{-14}$.

## Third contribution: where $\delta$ comes from

Equation (5) moves the burden to $\delta$. Factoring restores relative accuracy on the condition that $\delta$ itself has relative accuracy.

**From densities.** One might rebuild $\delta=\Delta-\ln(n_1/n_0)$ from stored densities. Their relative rounding errors, about $10^{-16}$, enter $\delta$ as absolute errors and bury a value of $3.5\times10^{-20}$. Over the first 150 nm the median relative error of the resulting current is $1.3\times10^3$. Once the densities have been rounded, expm1 cannot recover what they no longer contain.

**From one global quasi-Fermi potential.** If $\varphi/V_T$ is stored and differenced, the relative error of $\delta$ is of order $\epsilon\varphi/(V_T\delta)$. Near the source $\varphi$ is itself tiny, and floating-point numbers are finely spaced near zero, so the first cell gives the correct current. At the drain $\varphi/V_T\approx38.7$, where neighbouring double-precision numbers are $7\times10^{-15}$ apart. A step of $3.5\times10^{-20}$ is invisible, and the last cell gives zero.

**From the nearer contact.** Near the drain, carry $\varphi-V$ as the stored quantity; subtracting $V$ from an already rounded $\varphi$ would be too late. Here "nearer" is meant in potential, not in distance: both nodes of a cell are referred to the same contact, the one whose quasi-Fermi potential is closer to the local $\varphi$. The largest relative error of the current is then $2.8\times10^{-14}$.

The currents in A/µm show the contributions side by side:

| Evaluation | source | middle | drain |
|---|---|---|---|
| (2), rounded 60-digit $n$ | 0 | 7.236e-25 | 0 |
| (2), double solve | 2.39e-20 | 7.236e-25 | 7.95e-21 |
| $e^{-\delta}-1$, accurate $\delta$ | 0 | 7.236e-25 | 0 |
| (3), $\varphi$ from source | 7.236e-25 | 7.236e-25 | 0 |
| (3), accurate $\delta$ | 7.236e-25 | 7.236e-25 | 7.236e-25 |

## Obtaining $\delta$ without subtraction

In this one-dimensional problem accurate steps can be computed entirely in double precision. Let $u=e^{-\varphi/V_T}$, so that $n=n_ce^{\psi/V_T}u$. Using $B(-\Delta)=e^\Delta B(\Delta)$ in (2) for cell $i$,

$$I=K B(\Delta_i)\left(n_ie^{\Delta_i}-n_{i+1}\right)=K n_c e^{\psi_{i+1}/V_T}B(\Delta_i)\,(u_i-u_{i+1}).$$

With $R_i=e^{-\psi_{i+1}/V_T}/B(\Delta_i)$ and $j=I/(Kn_c)$ this reads $u_i-u_{i+1}=jR_i$. Summing over all cells telescopes the left side to $1-e^{-V/V_T}$, so

$$j=\frac{-\mathrm{expm1}(-V/V_T)}{\sum_kR_k}.$$

Summing only the cells to the right of node $i+1$ gives

$$u_{i+1}=e^{-V/V_T}+j\sum_{k>i}R_k,\qquad
\delta_i=\ln\frac{u_i}{u_{i+1}}=\ln\!\left(1+\frac{jR_i}{u_{i+1}}\right).$$

The last logarithm is evaluated with log1p, which computes $\ln(1+x)$ accurately at small $x$. For $V>0$ every sum has positive terms, so nothing cancels. Compared with the 60-digit solution, the largest relative error of any $\delta_i$ is $1.7\times10^{-15}$ when the stored node potentials are taken as exact, and about $10^{-14}$ against the unrounded potential.

The construction needs a current that is the same in every cell. With recombination, or in two dimensions, there is no such single sum. Equations (3) to (5) still hold cell by cell under their own assumptions, but the solver must then supply accurate steps by other means, which this example does not test.

## Is the current itself reasonable?

The sum $h\sum R_k$ approximates $\int e^{-\psi/V_T}dx$, which the flat barrier dominates. A barrier of the full 1000 nm length, with top density $n_ce^{-\Phi/V_T}=15.88$ cm⁻³, would give

$$2.071\times10^{-5}\times15.88\times10^{-18}\times\frac{2}{1000}=6.58\times10^{-25}\ \text{A/µm}.$$

The rounded ends shorten it. At a distance $z$ inside the source end, $\psi\approx-\Phi+\Phi e^{-z/w}$. With $\alpha=\Phi/V_T$ and $t=\alpha e^{-z/w}$, the integral of $e^{-\psi/V_T}$ up to a point $Z$ well inside the flat part, divided by the flat-top value $e^{\alpha}$ of the integrand, is

$$\int_0^Z e^{-\alpha e^{-z/w}}dz=w\int_{\alpha e^{-Z/w}}^{\alpha}\frac{e^{-t}}{t}\,dt\approx Z-w(\ln\alpha+0.577),$$

where 0.577 is Euler's constant. This removes 42 nm. At the drain end $\Phi$ is replaced by $\Phi+V$, which removes 49 nm. The effective length is 908 nm and the estimate becomes $7.24\times10^{-25}$ A/µm, in agreement with the mesh result. Direct quadrature of the smooth barrier gives $7.2355\times10^{-25}$ A/µm, so the mesh error is below 0.01%, far larger than roundoff in (3) and far smaller than the physical uncertainties.

## The model beside a real transistor

The inputs are rough values for indium-gallium-zinc oxide: mobility 10 cm²/Vs, effective mass 0.34 electron masses, gap 3.1 eV. Heavily doped contact regions can be denser than the $10^{18}$ cm⁻³ used here, which would raise the roundoff floor roughly in proportion. Within the Boltzmann model and with the barrier held fixed, the current rises by the same factor, so the relative error stays about the same. Contacts that dense are degenerate, however (the band density is $5\times10^{18}$ cm⁻³): with Fermi-Dirac statistics the current rises about 19 times for $10^{19}$ cm⁻³ and about $3\times10^{4}$ times for $10^{20}$ cm⁻³, and the Boltzmann cell formulas no longer apply in the pads. The assumption that matters most is the prescribed barrier: lowering it by 10 mV multiplies the current by 1.47, so in a real device, where the gate and trapped charge set the barrier, even the first digit is uncertain. Gate leakage is also omitted. For a 20 nm oxide with a 2 V drop, ohmic leakage would equal the calculated current at a resistivity of $1.4\times10^{22}$ Ω cm; a round $10^{16}$ Ω cm would give about $10^{-18}$ A/µm and mask it. The calculated number is one component of the terminal current, not a prediction of a measurement.

The other omissions can be weighed with the potential held fixed:

- **Temperature.** At 85 °C, with mobility and contact density also fixed, the current is $4.6\times10^{-22}$ A/µm, about 635 times larger. That is still below the current of one density step at the contact.
- **Degeneracy.** Fermi-Dirac statistics at the contacts raise the current by about 7%.
- **Tunnelling.** At the source band edge the tunnelling factor is roughly $10^{-2600}$, against a thermal factor of $10^{-16.8}$.
- **High field.** The peak field is 0.5 MV/cm, where mobility times field is 0.27 of the thermal speed. Regions above 0.1 MV/cm hold a fraction of about $7\times10^{-5}$ of the resistance (counting whole 2 nm cells gives $5\times10^{-5}$, a value that depends on where the nodes fall on the steep edges), so a moderate loss of mobility there hardly matters.
- **Pair creation.** The total band bending of 2 eV is less than the gap, so direct band-to-band tunnelling has no final states. Paths through gap states are not excluded. Thermal generation in the channel, with an assumed 1 ns lifetime and equal band densities for electrons and holes, contributes at most $4\times10^{-32}$ A/µm. This bound takes the channel as empty of carriers; the electrons actually present, few as they are, far exceed the intrinsic density and make the generation much smaller still.

For 1 µm of width the current amounts to one electron every 2.6 days on average, so it is a mean rate and not a steady stream. The numerical output following these notes lists the values at more digits.

## Computed results

```
temperature 300 K, kT/q 25.852 mV
mobility 10 cm2/Vs, diffusivity 0.2585 cm2/s
channel 1000 nm, each pad 200 nm, film 10 nm
edge smoothing 10 nm, cell 2 nm, cells 700
barrier 1.0 V, drain bias 1.0 V
contact density 1.0e+18 cm^-3
barrier-top density 15.88 cm^-3
prefactor K*n_contact 2.071e-05 A/um
off current, 60-digit reference 7.236021e-25 A/um
off current, positive sums 7.236021e-25 A/um
off current, continuum integral 7.235511e-25 A/um
needed difference of density terms 0.0349 cm^-3
double spacing at contact density 128 cm^-3
current of one spacing 2.651e-21 A/um
[source cell] density 1.000e+18 cm^-3, step d 3.494e-20
  error amplification 5.724e+19
  density form, rounded exact n 0.000000e+00 A/um
  density form, double solve 2.385761e-20 A/um
  factored, accurate d 7.236021e-25 A/um
  factored, phi from source zero 7.236021e-25 A/um
  exp(-d)-1 in place of expm1 -0.000000e+00 A/um
[middle cell] density 7.876e+00 cm^-3, step d 4.446e-03
  error amplification 4.498e+02
  density form, rounded exact n 7.236021e-25 A/um
  density form, double solve 7.236021e-25 A/um
  factored, accurate d 7.236021e-25 A/um
  factored, phi from source zero 7.236021e-25 A/um
  exp(-d)-1 in place of expm1 7.236021e-25 A/um
[drain cell] density 1.000e+18 cm^-3, step d 3.494e-20
  error amplification 5.724e+19
  density form, rounded exact n 0.000000e+00 A/um
  density form, double solve 7.952538e-21 A/um
  factored, accurate d 7.236021e-25 A/um
  factored, phi from source zero 0.000000e+00 A/um
  exp(-d)-1 in place of expm1 -0.000000e+00 A/um
cells with density-form error above 10%: 186
rms noise near source, 2 nm cells 2.33e-21 A/um
rms noise near source, 0.5 nm cells 9.62e-21 A/um
largest relative error, factored 3.3e-16
largest relative error, nearer-contact phi 2.8e-14
largest relative error of d, positive sums 1.7e-15
relative error, double solve at middle 2.6e-13
median error, d rebuilt from n 1.3e+03
mean time between electrons 2.56 days
effective mass 0.34 m_e, band density 4.97e+18 cm^-3
degeneracy factor on current 1.073
current factor for 10 mV lower barrier 1.472
off current at 358.15 K 4.595e-22 A/um
log10 tunnelling at source band edge -2608
log10 thermal factor of barrier -16.80
peak field 0.498 MV/cm
mobility*field / thermal speed 0.270
resistance share above 0.1 MV/cm 4.9e-05
band bending 2.0 eV, gap 3.1 eV
generation current, 1 ns lifetime 3.6e-32 A/um
gate oxide 20 nm, drop 2 V
oxide resistivity for equal leakage 1.4e+22 ohm cm
```
